# Why the Lipkin-Meshkin-Glick gap closes as N^(-1/3) at criticality

**Question.** In the Lipkin-Meshkin-Glick model, $N$ spins 1/2 sit in a field and all interact equally with one another. At the critical coupling the lowest excitation energy vanishes as $N\to\infty$. Which mechanism fixes the power of $N$, what is the prefactor, and how large must $N$ be before the power law describes the actual spectrum?

**Answer.**

## The model and its soft direction

Let $\mathbf J$ be the total spin, with $\hbar=1$, and take

$$H=-hJ_z-\frac{\gamma}{N}J_x^2,\qquad h,\gamma>0 .$$

The field favours alignment along $z$, while the interaction favours a large $J_x$ of either sign. Since $H$ commutes with $\mathbf J^2$, each total spin can be treated separately. I work in the sector of maximal spin $j=N/2$; the other sectors are examined below.

For a state almost aligned with the field, deviations are counted by a boson $a$. The Holstein-Primakoff form of the spin is $J_z=j-a^\dagger a$ and, to leading order, $J_x\approx\sqrt{j/2}\,(a+a^\dagger)$. Define the quadratures $X=(a+a^\dagger)/\sqrt2$ and $P=(a-a^\dagger)/(i\sqrt2)$, so that $[X,P]=i$. Then

$$a^\dagger a=\tfrac12(X^2+P^2-1),\qquad J_x\approx\sqrt j\,X,\qquad \frac{J_x^2}{N}\approx\frac{X^2}{2},$$

and the Hamiltonian becomes

$$H\approx-h\left(j+\tfrac12\right)+\frac h2P^2+\frac{h-\gamma}{2}X^2 .$$

This is an oscillator with inverse mass $h$ and stiffness $h-\gamma$. Its frequency is

$$\omega=\sqrt{h(h-\gamma)}=h\sqrt{1-\gamma/h},$$

which vanishes at $\gamma=h$. What disappears there is the stiffness of one quadrature, not the whole harmonic term: $hP^2/2$ survives. The quadratic theory has become a free particle, with a continuous spectrum and no length to limit the spread of $X$. It gives the closing of the gap as $\gamma\to h$, but not how the gap at $\gamma=h$ depends on $N$.

The limit on $X$ comes from the next order. Classically the Holstein-Primakoff square root gives

$$J_x=\sqrt j\,X\sqrt{1-\frac{X^2+P^2}{4j}},\qquad -\frac{\gamma}{2j}J_x^2=-\frac\gamma2X^2+\frac{\gamma}{8j}X^2(X^2+P^2).$$

The term $\gamma X^4/(8j)$ is positive and confines the soft coordinate. With $x=X/\sqrt j\approx J_x/j$ and $\theta=P/\sqrt j$, the energy at $\gamma=h$ is

$$H+hj\approx hj\left(\frac{\theta^2}{2}+\frac{x^4}{8}\right),\qquad [x,\theta]=\frac ij .$$

The commutator shows that $1/j$ plays the part of Planck's constant. A state of width $x$ has $\theta\sim1/(jx)$. Its kinetic and quartic energies balance when $1/(jx)^2\sim x^4$, so $x\sim j^{-1/3}$. The bracket is then of order $j^{-4/3}$, and multiplication by $j$ gives an energy of order $hj^{-1/3}$. This is the mechanism. To obtain a prefactor and corrections, the operator ordering must be controlled.

## The tridiagonal matrix

Use the eigenstates $J_x|m\rangle=m|m\rangle$. The operators $K_\pm=J_z\mp iJ_y$ raise and lower $m$: from $[J_x,J_z]=-iJ_y$ and $[J_x,J_y]=iJ_z$ one finds $[J_x,K_\pm]=\pm K_\pm$. Since $J_z=(K_++K_-)/2$, $H$ is tridiagonal in this basis. The usual ladder element is

$$\langle m+1|K_+|m\rangle=\sqrt{j(j+1)-m(m+1)} .$$

With $L=j+\tfrac12$, we have $j(j+1)=L^2-\tfrac14$ and $m(m+1)=(m+\tfrac12)^2-\tfrac14$. The quarters cancel, leaving

$$H_{m,m}=-\frac{\gamma m^2}{N},\qquad H_{m+1,m}=-\frac h2\sqrt{L^2-\left(m+\tfrac12\right)^2}.$$

Thus $L$, rather than $j$, is the natural large number.

All off-diagonal elements are negative, so the ground state has amplitudes of one sign. Low states vary slowly with $m$, and $m$ may be treated as continuous. Let $\theta=-i\,d/dm$, so that $e^{-i\theta}$ turns $f(m)$ into $f(m-1)$, moving the function up by one unit, and let $A(m)=\sqrt{L^2-m^2}$. The half-integer argument of the square root corresponds to a symmetric ordering:

$$J_z=\tfrac12\left(e^{-i\theta/2}Ae^{-i\theta/2}+e^{i\theta/2}Ae^{i\theta/2}\right)
=\cos\tfrac\theta2A\cos\tfrac\theta2-\sin\tfrac\theta2A\sin\tfrac\theta2 .$$

Expanding to second order in $\theta$ gives

$$J_z\approx A-\tfrac18(\theta^2A+A\theta^2)-\tfrac14\theta A\theta .$$

Because $[\theta,A]=-iA'$, the double commutator is $[\theta,[\theta,A]]=-A''$. Written out, it is also $\theta^2A-2\theta A\theta+A\theta^2$. Hence $\theta^2A+A\theta^2=2\theta A\theta-A''$, and

$$J_z\approx A-\tfrac12\theta A\theta+\tfrac18A'' .$$

## The quartic oscillator

The estimate $x\sim L^{-1/3}$ means $m\sim L^{2/3}$ and $\theta\sim L^{-2/3}$. Insert

$$A=L-\frac{m^2}{2L}-\frac{m^4}{8L^3}-\frac{m^6}{16L^5}-\dots$$

into $H=-hJ_z-\gamma m^2/(2j)$. The pieces are

- from $-hA$: $-hL+\dfrac{hm^2}{2L}+\dfrac{hm^4}{8L^3}+\dfrac{hm^6}{16L^5}$;
- from $\tfrac h2\theta A\theta$: $\dfrac{hL}{2}\theta^2-\dfrac{h}{4L}\theta m^2\theta$;
- from $-\tfrac h8A''$: the constant $\dfrac{h}{8L}$, which does not affect gaps.

The omitted terms, such as $L\theta^4$, $m^8/L^7$ and $m^2/L^3$, are of order $L^{-5/3}$.

Now set $m=L^{2/3}q$ and $\theta=L^{-2/3}p$, which preserves $[q,p]=i$. The kinetic term becomes $hL^{-1/3}p^2/2$ and the quartic one $hL^{-1/3}q^4/8$. The two quadratic terms combine as

$$\frac{m^2}{2}\left(\frac hL-\frac\gamma j\right)=hL^{-1/3}\,\frac{\tau q^2}{2},\qquad
\tau=L^{2/3}\left(1-\frac{\gamma L}{hj}\right).$$

Therefore

$$H=-hL+\frac{h}{8L}+hL^{-1/3}\left[\frac{p^2}{2}+\frac{\tau q^2}{2}+\frac{q^4}{8}+L^{-2/3}W\right]+O(hL^{-5/3}),$$

$$W=\frac{q^6}{16}-\frac{pq^2p}{4}.$$

Let $\Delta(\tau)$ be the first excitation energy of the bracket without $W$, and $C(\tau)$ the mean of $W$ in the first excited state minus that in the ground state. First-order perturbation theory in $W$ gives

$$\text{gap}=hL^{-1/3}\left[\Delta(\tau)+L^{-2/3}C(\tau)+O(L^{-4/3})\right].$$

At $\gamma=h$, $1-L/j=-1/(2j)$, so

$$\tau=-\frac{L^{2/3}}{2j}\approx-\tfrac12L^{-1/3}\to0 .$$

The limit is the pure quartic oscillator. Since $L=(N+1)/2$,

$$\text{gap}\simeq h\Delta_0L^{-1/3}\simeq2^{1/3}\Delta_0\,hN^{-1/3},\qquad\Delta_0=\Delta(0).$$

The same scaling holds for any fixed excitation number as $N$ grows. It fails for levels so high that $m$ is comparable with $L$, where the expansion of $A$ is no longer valid.

## The prefactor and the slow correction

The levels of $p^2/2+q^4/8$ must be found numerically. A Gaussian provides an independent estimate of the lowest. If $\langle q^2\rangle=s$, then $\langle p^2\rangle=1/(4s)$ and $\langle q^4\rangle=3s^2$, so the mean energy is

$$E(s)=\frac1{8s}+\frac{3s^2}{8}.$$

Its minimum is at $s^3=1/6$, or $s=0.550$, where $E=0.341$. This variational upper bound lies 2% above the numerical level $e_0=0.3340$. The next level is $e_1=1.1968$, so

$$\Delta_0=0.8628,\qquad \text{gap}\simeq1.087\,hN^{-1/3}.$$

The leading correction comes from the small residual $\tau$. It exists because the interaction is divided by $N=2j$, while the curvature of the field term contains $2L=N+1$. At finite $N$ the stiffness at $\gamma=h$ is slightly negative. First-order perturbation theory gives

$$\Delta(\tau)\approx\Delta_0+\frac\tau2\left(\langle q^2\rangle_1-\langle q^2\rangle_0\right).$$

With $\langle q^2\rangle_0=0.5747$, $\langle q^2\rangle_1=1.4312$ and $\tau\approx-\tfrac12L^{-1/3}$,

$$\frac{\text{gap}}h\approx0.8628\,L^{-1/3}-0.2141\,L^{-2/3}.$$

The relative correction decays only as $L^{-1/3}$. Choosing $\gamma=hj/L$ instead makes $\tau=0$ and removes it; the first correction is then the one from $W$, of relative order $L^{-2/3}$.

## The number for a thousand spins

Take $h$ as the energy unit, $\gamma=h$ and $N=1000$. Then $L=500.5$ and $L^{-1/3}=0.12595$. The leading law gives

$$0.86283\times0.12595=0.10867 .$$

Diagonalisation of the tridiagonal matrix gives $0.10559$, so the leading law is 2.9% too high relative to the diagonalised gap.

Next include the residual stiffness, $\tau=-0.06304$. The oscillator excitation falls to $\Delta(\tau)=0.83565$, and

$$0.83565\times0.12595=0.10525 ,$$

which is 0.33% too low. Finally, $C(\tau)=0.17193$ contributes

$$\frac{C(\tau)}L=\frac{0.17193}{500.5}=0.00034 ,$$

bringing the gap to $0.10559$. The remaining relative difference is 0.0003%. This is well below $L^{-4/3}\approx0.03\%$, the size suggested by the power of the neglected terms alone, so their combined coefficient is small here.

The approach to the limit, with gaps in units of $h$, is:

| $N$ | diagonalised | leading law | with $\tau$ and $W$ |
|---:|---:|---:|---:|
| 100 | 0.22126 | 0.23343 | 0.22126 |
| 1000 | 0.10559 | 0.10867 | 0.10559 |
| 10000 | 0.04975 | 0.05046 | 0.04975 |
| 100000 | 0.02327 | 0.02342 | 0.02327 |

Relative to the diagonalised gap, the leading law is too high by 5.5%, 2.9%, 1.4% and 0.7%. By the two-term formula the excess is about $0.25\,L^{-1/3}$, so an accuracy of 1% needs $N$ of about $3\times10^4$.

The logarithmic slope between successive rows is $-0.3213$, $-0.3268$ and $-0.3301$. These values do not signal a different exponent. Differentiating the logarithm of the two-term formula gives

$$\frac{d\ln(\text{gap})}{d\ln L}\approx-\frac13+\frac{0.2141}{3\times0.8628}L^{-1/3}
=-\frac13+0.083\,L^{-1/3}.$$

For the last interval, whose geometric midpoint has $L^{-1/3}\approx0.040$, this predicts $-0.3300$. A fit of a single power to moderate $N$ would thus return an exponent of slightly too small magnitude.

The operator $W$ can be tested separately. At $N=100000$, subtracting the $\tau$-dependent oscillator gap from the diagonalised gap and multiplying by $L/h$ gives $0.15625$; the predicted $C(\tau)$ is $0.15626$.

The wavefunction shows the same balance. At $N=10000$ the ground state has $\langle J_x^2\rangle=0.582\,L^{4/3}$, against $0.583\,L^{4/3}$ from the oscillator. The typical $|J_x|/L$ is therefore $\sqrt{0.582}\,L^{-1/3}\approx0.045$. The state is broad compared with the unit spacing of $m$, yet narrow compared with the sphere, as the expansion requires.

## Leaving the critical point

The parameter $\tau$ also describes the neighbourhood of the transition. Critical behaviour requires $|\tau|\lesssim1$, so the window in $|1-\gamma/h|$ has width of order $N^{-2/3}$.

For large positive $\tau$ the quadratic term dominates and $\Delta\approx\sqrt\tau$. Then

$$hL^{-1/3}\sqrt\tau\approx h\sqrt{1-\gamma/h},$$

which is the boson frequency found at the start. The first anharmonic correction follows from $\langle q^4\rangle_0=3/(4\tau)$ and $\langle q^4\rangle_1=15/(4\tau)$ in oscillator states of frequency $\sqrt\tau$:

$$\Delta(\tau)\approx\sqrt\tau+\frac18\left(\frac{15}{4\tau}-\frac{3}{4\tau}\right)=\sqrt\tau+\frac{3}{8\tau}.$$

At $\tau=8$ this is $2.828+0.047=2.875$, compared with $2.874$ for the numerical oscillator and $2.873$ for the scaled spin gap at $N=10000$. Well outside the window, at $\gamma=0.5h$ and $N=2000$, the spin gap is $0.7074h$ and the harmonic value $0.7071h$.

For negative $\tau$ the potential has two wells, and the lowest two levels approach each other. At $\tau=-2$ and $N=10000$ the scaled spin gap is $0.0496$ and the oscillator gives $0.0479$. The absolute difference, $0.0017$, is of the expected order $L^{-2/3}\approx0.003$, but it is 3.6% of the oscillator value because the splitting itself is small.

Deep in this phase, the lowest gap is a tunnelling splitting rather than the frequency of motion within a well. That frequency follows from the classical energy per spin length,

$$\varepsilon(x,\theta)=-h\sqrt{1-x^2}\cos\theta-\frac\gamma2x^2 .$$

At the minima, $\theta=0$ and $\sqrt{1-x^2}=h/\gamma$. The curvatures are

$$\varepsilon_{\theta\theta}=h\sqrt{1-x^2}=\frac{h^2}{\gamma},\qquad
\varepsilon_{xx}=\frac{h}{(1-x^2)^{3/2}}-\gamma=\frac{\gamma(\gamma^2-h^2)}{h^2},$$

and the square root of their product is $\sqrt{\gamma^2-h^2}$. At $\gamma=1.5h$ and $N=2000$, the lowest pair is split by less than $10^{-8}h$. The next level lies $1.116h$ above the ground state, close to the harmonic $1.118h$. The $N^{-1/3}$ law thus belongs to the narrow region between a finite harmonic gap and a tunnelling doublet.

## What the exponent depends on

The surviving kinetic term is essential. To see this, replace $J_x^2$ by $J_x^2+J_y^2=\mathbf J^2-J_z^2$. In the sector of spin $j$, the states $J_z=j-k$ are eigenstates, and

$$E_k-E_0=hk-\frac\gamma N\left[j^2-(j-k)^2\right]
=hk-\frac{\gamma(2jk-k^2)}{N}=(h-\gamma)k+\frac{\gamma k^2}{N}.$$

At $\gamma=h$ the gap is $h/N$: for instance $0.025h$ at $N=40$ and $0.0125h$ at $N=80$. Here both quadratures lose their stiffness together. Nothing quadratic remains to compete with the quartic energy, which is $h$ times the square of the boson number divided by $N$. A vanishing boson frequency alone therefore does not determine the exponent.

The restriction to maximal spin also needs justification. If the total spin is lowered by a small number $s$, the leading energy $-hL$ becomes $-h(L-s)$, while the interaction is still divided by the same $N$. The stiffness changes to $h/(L-s)-\gamma/j$, which is larger, so it does not offset the cost of about $hs$. A scan of all total spins at $N=200$ and $\gamma=h$ finds the lowest state outside the maximal sector at $1.013h$ above the ground state, with total spin $j-1$. The gap inside the maximal sector is $0.177h$. The collective mode is therefore the lowest excitation of the full spin system there, and its energy falls with $N$ while the cost of lowering the total spin stays near $h$.

The remaining values are in the numerical output.

## Computed values

```
Energy unit: field h; hbar = 1; critical coupling gamma = h
quartic level e0 = 0.333993, e1 = 1.196822
quartic excitation Delta0 = 0.862829
prefactor of N^(-1/3) = 1.087096 h
<q^2>_0 = 0.574675, <q^2>_1 = 1.431210
coefficient of L^(-2/3) in gap = -0.214134 h
next operator, difference of means = 0.152097
N, gap, leading, with tau, with next operator (all gaps in h)
   100 0.2212611 0.2334323 0.2173697 0.2212639
  1000 0.1055933 0.1086734 0.1052501 0.1055936
 10000 0.0497544 0.0504569 0.0497222 0.0497544
100000 0.0232658 0.0234207 0.0232627 0.0232658
N=100000: next-order coefficient measured 0.15625, predicted 0.15626
N=100000: first-correction coefficient measured -0.21021, limit -0.21413
N=1000: L = 500.5, L^(-1/3) = 0.125950
N=1000: tau = -0.063038, Delta(tau) = 0.835649
N=1000: next-operator difference = 0.171927
N=1000: relative error leading = 2.9170 %
N=1000: relative error with tau = 0.3250 %
N=1000: relative error with next = 0.0003 %
local exponent N=100 to 1000: -0.32127
local exponent N=1000 to 10000: -0.32680
local exponent N=10000 to 100000: -0.33011
N=10000: <J_x^2>/L^(4/3) = 0.58198, oscillator 0.58288
N=10000, tau=-2.0: gamma=1.006739 h, scaled gap 0.04956, oscillator 0.04785
N=10000, tau= 0.0: gamma=0.999900 h, scaled gap 0.86335, oscillator 0.86283
N=10000, tau= 2.0: gamma=0.993061 h, scaled gap 1.56775, oscillator 1.56819
N=10000, tau= 8.0: gamma=0.972545 h, scaled gap 2.87306, oscillator 2.87385
N=2000, gamma=0.5 h: gap 0.70737 h, harmonic 0.70711 h
N=2000, gamma=1.5 h: doublet splitting below 1e-8 h: True
N=2000, gamma=1.5 h: next excitation 1.11573 h, harmonic 1.11803 h
N=200: gap at maximal spin 0.17737 h, to lower total spin 1.01332 h
isotropic control N=40: gap 0.025000 h, N*gap 1.000000 h
isotropic control N=80: gap 0.012500 h, N*gap 1.000000 h
```
